# Extracting the decay constant of a tight-binding barrier from transmission

## Question

I am modelling a thin insulating layer in a metal interconnect as $N$ sites in an infinite tight-binding chain. The spacing is $a$ and every hopping matrix element is $-t$, with $t>0$. Lead sites have on-site energy zero, so the lead band runs from $-2t$ to $2t$. The $N$ inserted sites have on-site energy $U$, which I put outside that band.

I was told to plot transmission $T_N$ against $N$ and obtain the decay constant $\kappa$ from

$$2\cosh(\kappa a)=\frac{|E-U|}{t}.$$

With $t=2$ eV, $E=1$ eV and $U=6$ eV this predicts $\kappa a=0.693$. I solved the site equations numerically as a linear system, with one incoming wave, for $N=1$ to 8. Half the magnitude of the fitted slope of $\ln T_N$ is 0.705. That is close, but the calculation has no noise, so I expected agreement.

Worse, when I keep $U=6$ eV and move to $E=3$ eV, the transmission does not decay at all: it goes up and down with $N$. The on-site energy is still outside the band. What am I missing, and is there a clean way to get $\kappa$ from $T_N$?

## Answer

There are two separate issues. The condition for decay concerns the barrier's own band, not the lead band. And $T_N$ is not a pure exponential at finite $N$, so a straight-line fit is biased even for perfect data. Both follow from the closed form of $T_N$.

### When the wave decays

Inside the barrier the Schrödinger equation is

$$-t(\psi_{n+1}+\psi_{n-1})+U\psi_n=E\psi_n ,$$

or

$$\psi_{n+1}+\psi_{n-1}=x\,\psi_n,\qquad x=\frac{U-E}{t}.$$

Try $\psi_n=\lambda^n$. Dividing by $\lambda^n$ gives $\lambda+1/\lambda=x$. If $|x|<2$, the solutions are phases, $\lambda=e^{\pm iqa}$ with $2\cos(qa)=x$, and the wave propagates. If $|x|>2$, they are real, $\lambda=s\,e^{\pm\kappa a}$ with $s=\mathrm{sign}(U-E)$, and

$$2\cosh(\kappa a)=|x|=\frac{|E-U|}{t}.$$

A negative $s$ makes the amplitude alternate in sign from site to site and leaves $\kappa$ unchanged.

So the requirement is $|E-U|>2t$: the energy must lie outside the barrier band, which runs from $U-2t$ to $U+2t$. For $U=6$ eV and $t=2$ eV that band starts at 2 eV. Your energy of 3 eV is inside it, although $U$ itself is outside the lead band.

### The transmission for any $N$

Let the barrier occupy sites 1 to $N$. In the leads $E=-2t\cos(ka)$; write $z=e^{ika}$ with $\sin(ka)>0$, so that $z^n$ moves to the right. Take a transmitted wave of unit amplitude,

$$\psi_N=1,\qquad \psi_{N+1}=z .$$

The lead form may be used at site $N$ because the lead equation at site $N+1$ involves $\psi_N$.

Now step to the left with $\psi_{n-1}=x\psi_n-\psi_{n+1}$. Define

$$\sigma_0=0,\quad \sigma_1=1,\quad \sigma_{n+1}=x\sigma_n-\sigma_{n-1}.$$

The first step gives $\psi_{N-1}=x-z=\sigma_2-z\sigma_1$. Since $\psi$ and $\sigma$ obey the same linear recursion, $\psi_{N-m}=\sigma_{m+1}-z\sigma_m$, and therefore

$$\psi_1=\sigma_N-z\sigma_{N-1},\qquad \psi_0=\sigma_{N+1}-z\sigma_N .$$

On the left the wave is $Az^n+Bz^{-n}$. This form holds up to $n=1$, because the lead equation at site 0 involves $\psi_1$. The combination $\psi_1-z\psi_0$ removes $A$:

$$\psi_1-z\psi_0=B(z^{-1}-z)=-2i\sin(ka)\,B .$$

Insert the recursion results on the left side:

$$\begin{aligned}
\psi_1-z\psi_0&=(1+z^2)\sigma_N-z(\sigma_{N+1}+\sigma_{N-1})\\
&=z\sigma_N\left(z+z^{-1}-x\right)\\
&=z\sigma_N\left(-\frac{E}{t}-\frac{U-E}{t}\right)=-\frac{U}{t}\,z\sigma_N .
\end{aligned}$$

The second line uses $\sigma_{N+1}+\sigma_{N-1}=x\sigma_N$, the third $z+z^{-1}=2\cos(ka)=-E/t$. Since $|z|=1$,

$$|B|^2=\frac{U^2\sigma_N^2}{4t^2\sin^2(ka)} .$$

Flux conservation supplies $|A|^2$. Multiply the equation at any site by $\psi_n^*$. The on-site and energy terms are real, so the imaginary part gives $\mathrm{Im}(\psi_n^*\psi_{n+1})=\mathrm{Im}(\psi_{n-1}^*\psi_n)$: this quantity is the same on every bond. On the right it equals $\sin(ka)$. On the left it equals $(|A|^2-|B|^2)\sin(ka)$, since the two cross terms are complex conjugates and their sum is real. Hence $|A|^2=1+|B|^2$.

The leads are identical, so incoming and transmitted waves have equal velocity and $T_N=1/|A|^2$. With $4t^2\sin^2(ka)=4t^2-E^2$,

$$\frac1{T_N}=1+\frac{U^2\sigma_N^2}{4t^2-E^2}.$$

For $|E-U|>2t$ the recursion is solved by

$$|\sigma_N|=S_N=\frac{\sinh(N\kappa a)}{\sinh(\kappa a)},$$

which has the right values at $N=0$ and 1 and obeys $S_{N+1}+S_{N-1}=2\cosh(\kappa a)S_N$.

### Getting $\kappa$ without a fit

The exponential sits inside a hyperbolic sine, and a 1 is added to its square. Undo the second operation first:

$$R_N=\sqrt{\frac1{T_N}-1}=\frac{|U|}{\sqrt{4t^2-E^2}}\,S_N .$$

The prefactor does not depend on $N$, so $R_N$ inherits the recursion of $S_N$:

$$\frac{R_{N+1}+R_{N-1}}{R_N}=2\cosh(\kappa a),\qquad R_0=0 .$$

Within this model the relation holds at every $N\ge1$. For $N=1$ it needs just two transmissions: $R_2/R_1=|E-U|/t$.

For your first case $T_1=0.2941$ and $T_2=0.0625$. Then $R_1=1.549$, $R_2=3.873$, and their ratio is 2.500. Solving $y+1/y=2.5$ for $y=e^{\kappa a}>1$ gives $y=2$, so $\kappa a=\ln2=0.693$. With $a=0.25$ nm, $\kappa=2.77$ nm$^{-1}$.

### Why your fit came out high

Write $\theta=\kappa a$ and

$$A_b^2=\frac{U^2}{(4t^2-E^2)\sinh^2\theta}.$$

Since $\sinh^2(N\theta)=\tfrac14(e^{2N\theta}-2+e^{-2N\theta})$,

$$\frac1{T_N}=\frac{A_b^2}{4}e^{2N\theta}\left[1+\left(\frac4{A_b^2}-2\right)e^{-2N\theta}+e^{-4N\theta}\right].$$

At large $N$ the bracket tends to 1 and $T_N\simeq(4/A_b^2)e^{-2N\theta}$. The factor 2 is there because $\kappa$ describes the amplitude and $T_N$ is a squared amplitude.

The estimate from neighbouring lengths is $\theta_N=\tfrac12\ln(T_N/T_{N+1})$. Expanding the logarithm of the bracket to first order in $e^{-2N\theta}$ gives

$$\begin{aligned}
\theta_N-\theta&\simeq\frac12\left(\frac4{A_b^2}-2\right)\left(e^{-2(N+1)\theta}-e^{-2N\theta}\right)\\
&=\left(1-\frac2{A_b^2}\right)e^{-2N\theta}\left(1-e^{-2\theta}\right).
\end{aligned}$$

Here $\sinh\theta=(2-\tfrac12)/2=0.75$ and $4t^2-E^2=15$ eV², so $A_b^2=36/(15\times0.5625)=4.27$. The error is positive. For $A_b^2<2$ it would be negative at this order.

| $N$ | $T_N$ | $R_N$ | $\theta_N$ |
|---|---|---|---|
| 1 | 0.2941 | 1.549 | 0.7744 |
| 2 | 0.0625 | 3.873 | 0.7172 |
| 4 | 0.003677 | 16.46 | 0.6947 |
| 6 | 0.0002289 | 66.08 | 0.6932 |

At $N=6$ the actual error and the leading formula both give $9.73\times10^{-5}$.

A least-squares line through equally spaced points averages the neighbouring slopes. For $M$ points, the slope between $m$ and $m+1$ has a weight proportional to $\sum_{n=m+1}^{M}(n-\bar n)=m(M-m)/2$, which is positive. In your data all the neighbouring slopes lie above $\theta$, so the fit must as well. It gives 0.7048, which is 1.7% above $\theta$. Dropping the shortest barriers reduces the bias; using $R_N$ removes it.

### The cases on either side of the condition

**Propagating barrier.** For $|E-U|<2t$ the recursion gives $\sigma_N=\sin(Nqa)/\sin(qa)$. Because $\sin^2(Nqa)\le1$,

$$T_N\ge\frac{4t^2-E^2}{4t^2-E^2+U^2/\sin^2(qa)},$$

a floor that does not depend on $N$. Your second case has $2\cos(qa)=1.5$, so $\sin^2(qa)=0.4375$ and the floor is $7/(7+36/0.4375)=0.078$. Solving the site equations for $N=1$ to 60 gives transmissions between 0.078 and 0.990.

**Decay with $U$ inside the lead band.** Take $E=-2.5$ eV and $U=3$ eV, again with $t=2$ eV. Now $|U|<2t$, but $|E-U|/t=2.75$. The wave decays, and $T_{10}=1.9\times10^{-7}$.

**Barrier band edge.** At $|E-U|=2t$ the recursion gives $|\sigma_N|=N$, so

$$T_N=\frac{4t^2-E^2}{4t^2-E^2+U^2N^2}.$$

For $U\neq0$ the fall is eventually as $1/N^2$, and no decay constant exists.

**Low barrier.** For $U>E$, let $\phi=U-2t-E$ be the height of the barrier band edge above the energy. Then $2\cosh\theta=2+\phi/t$. For $\phi\ll t$, $2\cosh\theta\simeq2+\theta^2$ and $\kappa\simeq\sqrt{\phi/t}/a$. Near the band bottom $E\simeq-2t+ta^2k^2$, which defines a mass $m=\hbar^2/(2ta^2)$, so this is the continuum result $\kappa=\sqrt{2m\phi}/\hbar$. In your example $\phi=1$ eV, and the continuum formula gives 2.83 nm$^{-1}$, about 2% above the lattice value.

### What this means for an interconnect

At $N=4$ the layer is $Na=1$ nm thick. From $e^\theta=2$,

$$S_4=\frac{(16-1/16)/2}{0.75}=10.625,\qquad T_4=\frac{15}{15+36\times10.625^2}=3.68\times10^{-3}.$$

With spin included, the linear-response Landauer conductance is $G=(2e^2/h)T$, so one channel has a resistance of 3.5 MΩ.

Your numbers are roughly in the regime of a cuprous-oxide residue at the bottom of a copper via: a barrier of order 1 eV and a thickness of order 1 nm. The hopping is the weak point. It fixes one band-bottom mass for metal and oxide, $m=0.30$ electron masses (the lead electron at $E=1$ eV lies above the band centre, where this mass does not describe its motion along the chain). This is low for cuprous oxide, where conduction electrons have roughly the free-electron mass. To size this, keep $\phi=1$ eV and $a$ fixed and give the barrier the free mass. Its hopping becomes 0.61 eV and its on-site energy $E+\phi+2(0.61\text{ eV})=3.22$ eV. Then $2\cosh(\kappa a)=2+1/0.61$ and $\kappa=4.83$ nm$^{-1}$. This value depends on the chosen spacing: it is 5.12 nm$^{-1}$ in the continuum limit and 4.43 nm$^{-1}$ for $a=0.427$ nm. Taking the arithmetic mean of the two hoppings at each interface and solving the site equations again, $T_4$ falls to 0.055 of its former value, a factor of 18. This factor depends strongly on the interface rule, which the model does not fix: it is 28 for the geometric mean, 48 for the harmonic mean, 10 if the interface hopping equals the lead value and 220 if it equals the barrier value. The estimate also assumes tunnelling under the conduction band. Cuprous oxide is p-type, and at a copper contact the Fermi level can lie nearer the valence band. A hole barrier of 0.7 eV with a mass of 0.58, modelled as a barrier band below $E$ with hopping 1.05 eV and on-site energy $E-0.7-2(1.05)=-1.80$ eV, gives $\kappa=3.2$ nm$^{-1}$ (3.05 for $a=0.427$ nm, 3.26 in the continuum limit), close to the original value. $T_4$ is then 1.4 times the original for the arithmetic-mean interface, and between 0.35 and 2.4 times for the other rules. Because this one-band $\kappa$ is still above 2.77 nm$^{-1}$, the ratio falls with thickness, to 0.6 at $N=8$ for the arithmetic mean. The gap of cuprous oxide is about 2.2 eV, so the 1 eV electron barrier and the 0.7 eV hole barrier describe different contacts. A level 1 eV below the conduction edge is near midgap, where a one-band $\kappa$ is only rough. The same level is 1.2 eV above the valence edge, and with the hole mass 0.58 that branch has $\kappa=4.1$ nm$^{-1}$, smaller than 4.83; for the arithmetic-mean interface $T_4$ through it is 0.29 of the original, a factor of 3.5 rather than 18. A two-band (Franz) dispersion, which assumes equal electron and hole masses produced by the coupling of the two bands, multiplies the one-band $\kappa$ by $\sqrt{1-\phi/E_g}$. That would turn 4.83 into 3.6 and the factor of 18 into 2.4, and would bring the hole value to 2.6 nm$^{-1}$, below 2.77, so that its ratio would rise with thickness. The two masses are unequal in cuprous oxide, so this factor is only an indication.

I sized three other corrections separately, each with the original hopping and $N=4$ as reference:

- **Image charges.** An electron at $x$ between metal planes a distance $d$ apart has like-sign images at $x+2md$ ($m\ne0$) and opposite-sign images at $-x+2md$. Half the interaction energy with them is
$$V(x)=\frac{e^2}{8\pi\epsilon_0\epsilon_r}\left[-\frac1{2x}+\sum_{m\ge1}\left(\frac1{md}-\frac{1/2}{md-x}-\frac{1/2}{md+x}\right)\right].$$
With planes half a spacing beyond the outer barrier sites and a rough $\epsilon_r=7$, the outer sites drop by 0.41 eV and the inner ones by 0.16 eV. The transmission rises by a factor of 1.66. This depends on where the planes sit: the factor is 1.35 for planes one spacing out and 1.95 for 0.35 of a spacing.
- **Thickness variation.** Independent parallel patches of 3, 4 and 5 layers, with weights 1/4, 1/2 and 1/4, raise the mean transmission by a factor of 1.57. The thin patches dominate the change.
- **Temperature.** Averaging $T_4(E)$ over the thermal window $-df/dE$ at 378 K, where $f$ is the Fermi function and $k_BT=0.033$ eV, changes the result by 0.4%.

For one channel and a one-band electron barrier of 1 eV, the barrier mass matters most among these four; with the valence branch or the Franz correction its factor is only 3.5 or 2.4 for the arithmetic mean, not far above the image factor. The corrections are not independent: on the free-mass barrier, thickness variation gives a factor of 3.3, and image charges give 2.9 for the arithmetic-mean interface and 2.1 to 3.4 over the five interface rules. For real cuprous oxide, the band that carries the tunnelling must be settled first. Conduction through defects in the oxide and the real band structure of copper are not included.

### One more trap: a wide contact has many channels

In a wide, flat contact, electrons also move sideways. Suppose that the transverse momentum is conserved and that transverse motion is free, with the model mass $m$ in metal and barrier. An electron with transverse energy $\varepsilon$ then tunnels with longitudinal energy $E-\varepsilon$.

Transverse states below $\varepsilon$ fill a disc of area $\pi(2m\varepsilon/\hbar^2)$ in wavevector space, with $1/(2\pi)^2$ states per unit contact area and unit wavevector area. Their density per unit energy is $m/(2\pi\hbar^2)=1/(4\pi ta^2)$, so

$$\frac{G}{\text{area}}=\frac{2e^2}{h}\,\frac1{4\pi ta^2}\int_0^{E+2t}T_N(E-\varepsilon)\,d\varepsilon .$$

The upper limit is where the longitudinal energy reaches the band bottom. Numerical integration at $N=4$ gives a resistance-area product of 7.0 Ω µm². This uses the original mass of 0.30. With the free mass in the barrier, for transverse motion as well, the product rises by a factor of 10 for the arithmetic-mean interface and by about 3 to 174 over the five rules. These factors are smaller than for one channel, because a given transverse momentum costs less energy in a heavier barrier.

The slope changes too. For $U>E$, as here, transverse energy moves the longitudinal energy further below the barrier band, so for large $N$ small $\varepsilon$ dominates. (For $U<E$ it moves toward the barrier band instead, and the argument below does not apply.) There $\theta(E-\varepsilon)\simeq\theta+\theta'\varepsilon$ with $\theta'=1/(2t\sinh\theta)$, from differentiating $2\cosh\theta=(U-E+\varepsilon)/t$. The integral is then proportional to

$$\int_0^\infty e^{-2N(\theta+\theta'\varepsilon)}d\varepsilon=\frac{e^{-2N\theta}}{2N\theta'} .$$

Half the logarithmic drop from $N$ to $N+1$ is therefore $\theta+\tfrac12\ln[(N+1)/N]$ at leading order. The added term arises because a thicker barrier accepts a narrower range of transverse energies. At $N=60$ numerical integration gives an excess of 0.0086, against 0.0083 from the formula.

From $N=4$ to 5 the full integral gives an apparent $\kappa$ of 3.50 nm$^{-1}$ instead of 2.77, or 26% too high. The leading term accounts for only part of this, since it neglects the energy dependence of the prefactor and the curvature of $\theta$. The relation for $R_N$ applies to one channel, not to this sum. For a wide contact, fit the integrated conductance instead.

For your chain, check $|E-U|>2t$, form $R_N$, and take $\kappa$ from $R_2/R_1$ or any three consecutive lengths. If the interface hoppings differ from $t$, $R_0=0$ is lost and $R_2/R_1$ no longer gives $\kappa$. The amplitudes $A$ and $B$ are still linear combinations of $e^{\pm N\theta}$. For two equal interfaces the three-length relation therefore still holds for $N\ge2$, as long as the reflected amplitude does not pass through zero between the three lengths. For any two interface hoppings, $1/T_N=\alpha e^{2N\theta}+\beta+\gamma e^{-2N\theta}$, so the differences $D_N=1/T_{N+1}-1/T_N$ obey $(D_{N+1}+D_{N-1})/D_N=2\cosh(2\kappa a)$ for $N\ge2$. These rules need a uniform barrier with nearest-neighbour hopping. If the on-site energies of the two outer barrier sites are shifted by a fixed amount, they hold only from $N=3$. The image potential changes every site with thickness and breaks them: at $N=4$ the ratio of differences is 4.08 instead of 4.25.
